# The Fisher–Lee relation for discrete one-dimensional leads with unequal mode velocities

## The decision: what multiplies $|G|^2$?

A transport calculation for a magnetic junction can end with a retarded Green-function element $G_{Ms',0s}(E)$, which connects spin $s$ at the left end of the device to spin $s'$ at the right end. Its unit is inverse energy, so its square is not a probability. Before a conductance can be reported, one must decide which factor turns it into one. In ferromagnetic leads the two spins can move at different speeds, and the choice of factor then changes both the conductance and its division between spins.

Electrons are taken as independent and scattering as elastic. Sites are labelled by integers $j$ with spacing $a$, and $k$ is the dimensionless phase per site.

## First case: a uniform chain

Take one channel with site energy $\varepsilon$ and hopping $-t$, $t>0$. The Schrödinger equation is

$$(E-\varepsilon)\psi_j+t\psi_{j-1}+t\psi_{j+1}=0 .$$

Inserting $e^{ikj}$ gives $E=\varepsilon-2t\cos k$. The group velocity is $v=(a/\hbar)\,dE/dk$, so for $0<k<\pi$ the wave $e^{ikj}$ moves to the right, with

$$V\equiv\frac{\hbar v}{a}=2t\sin k>0 .$$

The current follows from the time dependence of the site probability:

$$\frac{d|\psi_j|^2}{dt_{\rm time}}=\frac{2}{\hbar}\,\mathrm{Im}\,[\psi_j^*(H\psi)_j]
=J_{j-1\to j}-J_{j\to j+1},$$

$$J_{j\to j+1}=\frac{2t}{\hbar}\,\mathrm{Im}(\psi_j^*\psi_{j+1}).$$

The site-energy term drops out because it is real. The left-hand bond changes sign because $\mathrm{Im}(\psi_j^*\psi_{j-1})=-\mathrm{Im}(\psi_{j-1}^*\psi_j)$. A wave $e^{ikj}$ carries $J=(2t/\hbar)\sin k=V/\hbar$, so $e^{ikj}/\sqrt V$ carries $1/\hbar$ whatever its velocity.

Now put a unit source at site 0. The retarded function is the limit $\eta\to0^+$ of $(E+i\eta-H)^{-1}$. A small $\eta$ shifts $k$ by $\delta k$, where $2t\sin k\,\delta k=i\eta$, so $\delta k=i\eta/V$. Waves leaving the source therefore decay, and the bounded solution is $G_{j0}=G_{00}e^{ik|j|}$. At site 0,

$$1=G_{00}\,(E-\varepsilon+2te^{ik})=G_{00}\,(-2t\cos k+2te^{ik})=iV\,G_{00}.$$

Hence $iV\,G_{j0}=e^{ik|j|}$. With nothing to scatter from, the transmission amplitude between sites 0 and $j>0$ is this phase, so here the factor is $iV$. Near a band edge $V\to0$ and $G$ diverges as $1/V$, but the product keeps modulus one.

## Second case: a step, with two velocities

The uniform chain cannot distinguish $V_{\rm in}$, $V_{\rm out}$ and $\sqrt{V_{\rm in}V_{\rm out}}$. A potential step can. Let the site energy be 0 for $j\le0$ and $U$ for $j\ge1$, with the same hopping throughout and wave numbers $k_1$, $k_2$.

With a unit source at site 0, write $G_{j0}=Ae^{-ik_1j}$ on the left and $G_{j0}=Be^{ik_2(j-1)}$ on the right. At site 1, $E-U=-2t\cos k_2$ gives

$$(-2t\cos k_2+te^{ik_2})B+tA=0\quad\Rightarrow\quad A=e^{-ik_2}B .$$

At site 0,

$$(-2t\cos k_1+te^{ik_1})A+tB=1\quad\Rightarrow\quad
B=G_{10}=\frac{1}{t\,[1-e^{-i(k_1+k_2)}]} .$$

Next solve the scattering problem itself. Let $\psi_j=e^{ik_1j}+\rho e^{-ik_1j}$ on the left and $\psi_j=\tau e^{ik_2(j-1)}$ on the right. Because the hoppings are equal, the lead equations let both forms hold at sites 0 and 1:

$$1+\rho=\tau e^{-ik_2},\qquad e^{ik_1}+\rho e^{-ik_1}=\tau .$$

Eliminating $\rho$ gives $e^{ik_1}-e^{-ik_1}=\tau[1-e^{-i(k_1+k_2)}]$, so

$$\tau=\frac{2i\sin k_1}{1-e^{-i(k_1+k_2)}}=iV_1G_{10}.$$

This is a ratio of wave amplitudes. The ratio of currents is $|\tau|^2V_2/V_1=V_1V_2|G_{10}|^2$, and since $|1-e^{-i\theta}|^2=4\sin^2(\theta/2)$,

$$T=\frac{\sin k_1\sin k_2}{\sin^2[(k_1+k_2)/2]} .$$

The symmetric factor $\sqrt{V_1V_2}$ thus belongs to the flux amplitude. For $U=0$ the formula gives $T=1$. For $t=1$ eV, $U=1.2$ eV and $E=0$, one has $\cos k_1=0$ and $\cos k_2=0.6$. Then $\sin k_1\sin k_2=0.8$ and $\sin^2[(k_1+k_2)/2]=[1-\cos(k_1+k_2)]/2=(1+0.8)/2=0.9$, so $T=0.889$.

## Any region, two spins

Let the region be sites $0,\dots,M$ with an arbitrary Hermitian Hamiltonian, which may mix spins and break time-reversal symmetry. The left lead is $j<0$ and the right lead is $j>M$. Lead $p=L,R$ has spin-diagonal site energies $\varepsilon_{ps}$ and hopping $-t_p$, including on the bond that joins it to the region. If a real contact bond differs, one more lead site is counted as part of the region.

A channel is open if $|E-\varepsilon_{ps}|<2t_p$; then $V_{ps}=2t_p\sin k_{ps}$. Outside the band its outgoing wave is $\lambda^n$ at distance $n$ from the end site, with $\lambda$ real and $|\lambda|<1$. Such a closed channel carries no current, because $\mathrm{Im}(\psi_j^*\psi_{j+1})=0$.

For a unit-flux wave incident from the left in open channel $s$, define $r$ and $t$ (with spin indices) by

$$\psi_{js'}=\delta_{s's}\frac{e^{ik_{Ls}j}}{\sqrt{V_{Ls}}}+r_{s's}\frac{e^{-ik_{Ls'}j}}{\sqrt{V_{Ls'}}}\quad(j\le0),$$

$$\psi_{js'}=t_{s's}\frac{e^{ik_{Rs'}(j-M)}}{\sqrt{V_{Rs'}}}\quad(j\ge M),$$

with decaying waves in closed channels. These forms reach the end sites because the last lead equation, at $j=-1$ or $j=M+1$, contains the end-site amplitude.

**The source.** The aim is to build this state from $G$. Consider a standing wave in channel $s$ of the left lead,

$$\chi_j=\frac{e^{ikj}-e^{-ikj}}{\sqrt{V_{Ls}}}\quad(j\le0),\qquad k=k_{Ls},$$

set to zero at every other site and in the other spin. It obeys the lead equation for $j\le-1$. Since $\chi_0=0$, it feeds nothing into the region, whatever the site-0 Hamiltonian. The one nonzero residue is at site 0, from the bond to site $-1$:

$$[(E-H)\chi]_{0s}=t_L\chi_{-1}=\frac{t_L(e^{-ik}-e^{ik})}{\sqrt{V_{Ls}}}
=\frac{-2it_L\sin k}{\sqrt{V_{Ls}}}=-i\sqrt{V_{Ls}} .$$

**The response.** Let $\varphi_{js'}=i\sqrt{V_{Ls}}\,G_{js',0s}$. Then $(E-H)\varphi$ equals $+i\sqrt{V_{Ls}}$ at $(0,s)$ and zero elsewhere, so $\psi=\chi+\varphi$ satisfies $(E-H)\psi=0$. For $\eta>0$ the column $G_{\cdot,0s}$ is square-summable, so in each lead it contains the wave that decays away from the region. As $\eta\to0^+$ that becomes the outgoing wave. Hence $\psi$ has the required form, with $\chi$ supplying the one incoming wave.

**Reading the amplitudes.** At site $M$, $\chi=0$, so $t_{s's}/\sqrt{V_{Rs'}}=i\sqrt{V_{Ls}}\,G_{Ms',0s}$. On the left, the coefficient of $e^{-ik_{Ls'}j}$ is $-\delta_{s's}/\sqrt{V_{Ls}}$ from $\chi$ plus $i\sqrt{V_{Ls}}\,G_{0s',0s}$ from $\varphi$. Multiplying by the outgoing $\sqrt V$ gives the Fisher–Lee relations:

$$\boxed{t_{s's}=i\sqrt{V_{Rs'}V_{Ls}}\;G_{Ms',0s}}$$

$$\boxed{r_{s's}=-\delta_{s's}+i\sqrt{V_{Ls'}V_{Ls}}\;G_{0s',0s}}$$

The $-\delta$ is the reflected half of the standing wave. In the uniform chain $iVG_{00}=1$ cancels it and $r=0$. If instead the end site is cut off by a very large site energy, $G_{00}\to0$ and $r\to-1$: the wave has a node there.

## Flux balance

In an open channel with $\psi_j=(\alpha e^{ikj}+\beta e^{-ikj})/\sqrt V$, the cross terms in $\psi_j^*\psi_{j+1}$ are $\alpha^*\beta e^{-ik(2j+1)}$ and its complex conjugate. Their sum is real, so the current is $(|\alpha|^2-|\beta|^2)/\hbar$. In a stationary state the probability in the region is constant, and the total incoming $|{\rm amplitude}|^2$ equals the total outgoing one. This holds for every superposition of incoming waves from both leads, so the scattering matrix $S$ of the open channels obeys $S^\dagger S=1$. It also makes the amplitudes unique: the difference of two states with the same incoming waves has no incoming flux, hence no outgoing flux.

Without flux normalization the amplitude ratio is $\tau_{\rm out,in}=S_{\rm out,in}\sqrt{V_{\rm in}/V_{\rm out}}$, and the sum of its squares need not be one.

## Reduction to a finite matrix

For the response to a source inside the region, the left-lead amplitude at site $-1$ is $e^{ik}$ times that at site 0. The term $t_L\psi_{-1}$ in the site-0 equation becomes $t_Le^{ik}\psi_0$, which is the effect of adding to the Hamiltonian the self-energy

$$\Sigma_{ps}=-t_pe^{ik_{ps}} .$$

The right lead works the same way at site $M$. Therefore $G=(E-H_{\rm region}-\Sigma_L-\Sigma_R)^{-1}$, a matrix of size $2(M+1)$. The level-broadening function is

$$\Gamma_{ps}=i(\Sigma_{ps}-\Sigma_{ps}^*)=-it_p(e^{ik_{ps}}-e^{-ik_{ps}})=2t_p\sin k_{ps}=V_{ps} .$$

In a closed channel $e^{ik}$ is replaced by the real $\lambda$, so $\Gamma=0$. This is the limit of a half-metallic lead: the closed spin carries no current in that lead, but it still shifts levels through $\Sigma$ and can thereby change the transmission into the open spin. Summing over channels,

$$T=\sum_{s's}V_{Rs'}|G_{Ms',0s}|^2V_{Ls}=\mathrm{Tr}[\Gamma_RG\,\Gamma_LG^\dagger].$$

The trace formula thus contains the velocity factors already; multiplying by them again would be an error.

## A magnet with turning magnetization

The following model has round parameters and $E=0$. The hoppings are $t_L=1$ eV and $t_R=0.8$ eV, and spins refer to one common $z$ axis.

| Mode | $\varepsilon$ (eV) | $\cos k$ | $V$ (eV) |
|---|---|---|---|
| L up | 0 | 0 | 2.00 |
| L down | 1.60 | 0.8 | 1.20 |
| R up | 0 | 0 | 1.60 |
| R down | 0.96 | 0.6 | 1.28 |

The region has three sites with energy matrices $0.4-0.5\,\mathbf n_j\cdot\boldsymbol\sigma$ (eV). The unit vectors $\mathbf n_j$ have polar angles 30°, 60° and 90° and azimuth 20°. The hopping block from site $j$ to $j+1$ is $H_{j+1,j}=-0.9-0.2\,i\sigma_y$ (eV), and the reverse block is its Hermitian conjugate, $H_{j,j+1}=-0.9+0.2\,i\sigma_y$. The second term is a spin-orbit hopping, and the results below depend on its sign. Inverting the $6\times6$ matrix numerically gives, for incident spin down and outgoing spin up,

$$G=-0.1703+0.5203\,i\ \mathrm{eV^{-1}} .$$

The factor is $\sqrt{1.60\times1.20}=1.3856$ eV, so

$$t=1.3856\,i\,(-0.1703+0.5203\,i)=-0.721-0.236\,i,\qquad |t|^2=0.576 .$$

All the probabilities follow in the same way:

| Outgoing | from L up | from L down |
|---|---|---|
| L up | 0.038 | 0.005 |
| L down | 0.026 | 0.127 |
| R up | 0.350 | 0.576 |
| R down | 0.587 | 0.293 |

Before rounding, each column adds to 1.00000. For either incident spin, more of the transmitted flux leaves with the opposite spin than with the same one.

The unnormalized squares are these probabilities times $V_{\rm in}/V_{\rm out}$. For incident spin up, with four decimals kept, they add to

$$0.0377+0.0258\,\frac{2.00}{1.20}+0.3500\,\frac{2.00}{1.60}+0.5865\,\frac{2.00}{1.28}\approx1.43,$$

and for incident spin down to 0.84. One column seems to create electrons and the other to lose them, although the wave functions are correct. What is wrong is reading a density ratio as a probability.

The total transmission is $0.9365+0.8681=1.8046$, out of a possible 2 for two open channels. In linear response at zero temperature, with $E$ as the Fermi energy, the Landauer conductance $(e^2/h)T$ is 69.9 µS.

## The velocity factor seen in time

A long wave packet shows what the factor means. A transmitted packet has density $|\tau|^2$ relative to the incident one, but its length is multiplied by $v_{\rm out}/v_{\rm in}$, since it takes the same time to pass. The transmitted probability is density times length, $|\tau|^2v_{\rm out}/v_{\rm in}=|t|^2$.

For the same magnet, a Gaussian spin-down packet was started around site $-200$. The standard deviation of its density was 25 sites, and its central wave number $k_0$ was that of the L down mode. The chain had 800 lead sites on each side. The state was evolved for $400\,\hbar/\mathrm{eV}$ by applying the time-evolution operator $\exp(-iHt_{\rm time}/\hbar)$ numerically, and the probability to the right of the region was then summed.

The Fisher–Lee prediction is the average of $|t(E(k))|^2$ over the packet's wave numbers, with weight proportional to $\exp[-2\cdot25^2(k-k_0)^2]$.

- Into R up, the evolution gives 0.5756 and the prediction 0.5756. Averaging $|\tau|^2$ instead gives 0.4315.
- Into R down, both give 0.2926, against 0.2742 from $|\tau|^2$.

## The continuum limit

Let $t=\hbar^2/(2ma^2)$ and $k=qa$. Then $\hbar v=2ta\sin(qa)\to\hbar^2q/m$ as $a\to0$. A unit source on one site corresponds to $a\,\delta(x-x')$, so the continuum function is $G(x,x')=G_{jj'}/a$. With $V=\hbar v/a$, the powers of $a$ cancel:

$$t_{s's}=i\hbar\sqrt{v_{Rs'}v_{Ls}}\;G_{s's}(x_R,x_L).$$

The step formula tends to $4q_1q_2/(q_1+q_2)^2$, because each sine becomes its argument.

At finite $a$ it matters which velocity is used. In units where $\hbar^2/2m=1$, take $E=1$, measured from the bottom of the left band, and a step of 0.75, so $q_1=1$, $q_2=0.5$ and the continuum value is $2/2.25=0.8889$. The lattice Green function with lattice velocities gives 0.8878 at $a=0.2$ and 0.8886 at $a=0.1$. The same Green function with continuum velocities gives 0.8934 and 0.8900.

Halving $a$ reduces either error by a factor of about 4.0. This is the expected order: $Ea^2=4\sin^2(k_1/2)$, and likewise for $k_2$ with $E-U$, so both $k$ are odd in $a$. Both forms of $T$ are then even in $a$, and their leading error is of order $a^2$. Both choices converge, but the lattice velocity is the one that conserves flux at finite spacing.

## Where the relation needs care

At a band edge $V=0$, and a unit-flux wave cannot be defined. If a bound state lies at $E$ inside the continuum, the finite matrix has no inverse at that energy. Both cases are excluded here and have to be approached from nearby energies.

The phases of $t$ and $r$ refer to sites $M$ and 0. Moving the right reference site outward by $n$ lead sites multiplies $t_{s's}$ by $e^{ik_{Rs'}n}$. Probabilities are unchanged, but the relative phase between the spins changes with $n$ when their wave numbers differ. This reflects a transverse spin that turns from site to site along the lead; at any given site it does not depend on the choice of reference.
